A short nonbonded distance does not prove a dihalide bent

In a metal dihalide MX₂ whose potential energy is lowest at the linear geometry, the mean X···X distance is shorter than twice the mean M–X distance. For small harmonic bending the difference is

δ = 2⟨r⟩ − ⟨R⟩ = ħ coth(ħω/2k_BT) / (μωr),  μ = 2m_X m_M / (2m_X + m_M).

Here r is the bond length, R the nonbonded X···X distance, ω the angular frequency of the bend, and ⟨ ⟩ a thermal average. For a bond of 210 pm, a bend of 100 cm⁻¹ and a vapour at 700 K, δ is about 4.6 pm. Read as a rigid triangle, this linear molecule has a valence angle of 163°.

**The belief and its appeal**

Gas electron diffraction measures distances between atoms. Two equal bonds r and a base R form an isosceles triangle, whose apex angle α follows from

R = 2r sin(α/2).

If R = 2r the molecule is linear, and if R < 2r it is bent. For three fixed points this is a theorem. It also serves well for strongly bent molecules with a stiff bend, where vibration makes a small correction to a large deficit 2r − R. The inference therefore seems to need nothing but good distances.

The weak point is that the measured distances are averages, each taken separately over the vibrating molecules. Three averaged distances need not be the sides of any triangle that represents the equilibrium structure.

**The deficit has one sign**

Let r₁ and r₂ be the instantaneous bond lengths and θ the deviation of the valence angle from 180°. The law of cosines gives

R² = r₁² + r₂² + 2r₁r₂ cos θ.

Subtract this from (r₁ + r₂)² = r₁² + r₂² + 2r₁r₂:

(r₁ + r₂)² − R² = 2r₁r₂(1 − cos θ).

The left side factorizes into (r₁ + r₂ − R)(r₁ + r₂ + R), so

r₁ + r₂ − R = 2r₁r₂(1 − cos θ) / (r₁ + r₂ + R).

The right side is never negative, and it vanishes only at θ = 0. Stretching a straight molecule, however anharmonically, produces no deficit. Bending in any direction produces a positive one. Positive and negative bends cannot cancel, and the average is positive for any molecule that bends at all.

For small θ, put 1 − cos θ ≈ θ²/2 and R ≈ r₁ + r₂ in the denominator:

r₁ + r₂ − R ≈ r₁r₂θ² / [2(r₁ + r₂)].

With both bonds close to r this becomes rθ²/4. Since ⟨r₁⟩ = ⟨r₂⟩ = ⟨r⟩ by symmetry,

δ = r⟨θ²⟩/4.

This is the shrinkage. Although each bend changes R only in second order, the second-order term is the leading one in the average.

**The size of the bending motion**

Let ρ be the displacement of M from the midpoint of the two X atoms, perpendicular to the X···X line. With equal bonds, each bond makes the angle θ/2 with that line, so ρ = r sin(θ/2) ≈ rθ/2.

The kinetic energy follows from keeping the centre of mass at rest. If M moves by y_M and both X atoms by y_X, then m_M y_M + 2m_X y_X = 0 and y_M − y_X = ρ. Solving,

y_M = 2m_X ρ/(2m_X + m_M),  y_X = −m_M ρ/(2m_X + m_M).

Writing v for dρ/dt, the kinetic energy is

½m_M(dy_M/dt)² + m_X(dy_X/dt)² = ½v² (4m_X²m_M + 2m_X m_M²)/(2m_X + m_M)² = ½μv²,

because the numerator equals 2m_X m_M(2m_X + m_M). The motion of the X atoms along the line is of second order in ρ and is dropped. A harmonic bending energy ½k_θθ² equals ½k_θ(4ρ²/r²), and setting this equal to ½μω²ρ² gives

k_θ = μω²r²/4.

A linear molecule can bend in two perpendicular planes, so ρ has two independent components, each a harmonic oscillator. The mean energy of one oscillator is

ħω[½ + 1/(e^(ħω/k_BT) − 1)] = ½ħω coth(ħω/2k_BT).

Half of it is potential energy, by the virial theorem. Hence one component x obeys

½μω²⟨x²⟩ = ¼ħω coth(ħω/2k_BT),

and the two together give

⟨ρ²⟩ = 2⟨x²⟩ = (ħ/μω) coth(ħω/2k_BT).

Finally θ² = 4ρ²/r² turns δ = r⟨θ²⟩/4 into δ = ⟨ρ²⟩/r, which is the opening formula.

There are two limits. At 0 K the coth is 1, and the zero-point motion leaves δ = ħ/(μωr). When k_BT is much larger than ħω/2, coth(ħω/2k_BT) ≈ 2k_BT/ħω and

δ ≈ 2k_BT/(μω²r) = r k_BT/(2k_θ).

In this classical limit the shrinkage is proportional to temperature and, at fixed k_θ, does not depend on the masses.

**The number**

Take M of 65 u and X of 35 u, with the bond, bend and temperature given above. The reduced mass is

μ = 2 × 35 × 65/135 u = 33.70 u.

With ω set by 100 cm⁻¹, ħ/(μω) is 100.0 pm². The thermal energy corresponds to 486.5 cm⁻¹, almost five bending quanta, and the coth is 9.765. Therefore

⟨ρ²⟩ = 100.0 × 9.765 pm² ≈ 977 pm²,

δ = 977 pm²/210 pm = 4.65 pm.

At 0 K the same molecule would have δ = 0.48 pm and an apparent angle of 174.5°. Cooling reduces the illusion but does not remove it.

The false angle has a simple meaning. Write α = 180° − θ_a, so that R/(2r) = cos(θ_a/2). For small θ_a,

1 − θ_a²/8 ≈ 1 − δ/(2r) = 1 − ⟨θ²⟩/8.

Thus θ_a is the root-mean-square bend, here 17°. The triangle reports how far the molecule typically bends, and says nothing by itself about where the potential has its minimum.

Even the most probable bend is not zero. The number of configurations between θ and θ + dθ is proportional to sin θ dθ, because a bend can point in any direction around the axis. For small θ the probability density is proportional to θ exp(−k_θθ²/2k_BT), which is greatest at θ = √(k_BT/k_θ). The computed maximum lies at 12°. A snapshot would usually show a bent molecule, while the equilibrium structure remains linear.

**A check without the small-angle formula**

In classical statistics the momenta integrate out, and the internal coordinates are distributed as

r₁²r₂² sin θ exp(−V/k_BT).

This includes the effect of rotation. I take V as the harmonic bend plus a Morse potential for each bond, with a force constant of 270 N/m and a range parameter of 0.016 pm⁻¹. Numerical averaging gives ⟨r⟩ = 211.25 pm and ⟨R⟩ = 417.91 pm, so

δ = 2 × 211.245 − 417.914 pm ≈ 4.58 pm,

and the false angle is 163.1°. The result is about 1.6 % below the formula. Replacing the Morse bonds by harmonic ones shortens the mean bond by 0.9 pm but changes δ by only 0.02 pm. Stretching anharmonicity thus shifts both distances and nearly cancels in their difference.

The description also does not hinge on the choice of vibrational coordinates. If the atoms are made to move along straight lines, M leaves the axis while the mean X···X distance stays at 2r, and each bond lengthens by about ρ²/(2r). Sampling such Cartesian normal modes gives bonds lengthened by 2.31 pm, an almost unchanged R, and δ = 4.60 pm. If instead the bonds keep their length, R shortens. The two pictures assign the change to different distances but agree on the shrinkage at leading order.

**How the diffraction analysis turns it into a bent structure**

The molecular part of the diffracted intensity, multiplied by the scattering variable s, contains for each atom pair the average ⟨sin(sr)/r⟩. The weight of a distance is therefore its probability divided by r, and the mean distance under that weight is r_a = 1/⟨1/r⟩, slightly less than ⟨r⟩. In the example r_a is 211.06 pm for the bond and 417.69 pm for the nonbonded pair. The deficit is still 4.44 pm, so this change of distance type does not remove it.

A noise-free pattern of this s-multiplied form was computed from the linear ensemble for s from 0.02 to 0.30 pm⁻¹, with constant scattering weights taken as products of the nuclear charges 30 and 17. It was then refined with one peak for the bonds, given an adjustable asymmetry, and one symmetric peak for X···X. The refined distances are 211.05 and 417.68 pm, which correspond to an angle of 163.4°. The root-mean-square misfit is 0.5 % of the root-mean-square pattern. Imposing R = 2r with the same peak shapes raises it to 3.7 %; the size of this penalty depends on the shapes allowed.

This is why the belief is so persuasive. The bent model fits well and the model with R = 2r fits worse, although every molecule in the ensemble has a linear equilibrium. What the fit rejects is the equation R = 2r between averaged distances. That equation is not a property of a vibrating linear molecule.

**A bent molecule with the same distance**

Shrinkage does not prove linearity either. Consider a second molecule with the bending potential

V = B(1 − θ²/θ_e²)²,

which has its minimum at the bend θ_e and a barrier B at the linear geometry. Let B be 1000 cm⁻¹, and adjust θ_e until the mean deficit at 700 K equals that of the linear molecule. With bond lengths held at 210 pm, both deficits are then 4.55 pm. The required equilibrium angle is 163.3°. With the Morse bonds restored, the full diffraction patterns of the two molecules differ by 0.9 %, measured as before. The mean nonbonded distance at one temperature cannot tell them apart.

Their distributions do differ. Put u = θ². For small angles sin θ dθ ≈ θ dθ = du/2, so equal intervals of u carry equal geometric weight, and the deficit is ru/4. For the linear molecule the probability density is

P(u) ∝ exp(−k_θu/2k_BT),

an exponential, whose standard deviation equals its mean. For the bent twin, with u_e = θ_e²,

P(u) ∝ exp[−(B/k_BT)(u − u_e)²/u_e²],  u ≥ 0.

This is a Gaussian centred at u_e with standard deviation u_e√(k_BT/2B), cut off at u = 0. The computed spreads of the deficit are 4.5 pm for the linear molecule and 2.1 pm for the twin.

Heating separates them as well. The mean of the exponential is proportional to T. The centre of the Gaussian stays put, and its mean rises only through the cut-off. This is a property of a well symmetric in u. A deep well harmonic in θ itself, with curvature k, has ⟨u⟩ ≈ θ_e² + 3k_BT/k, which does rise with temperature, though far less in proportion than the linear deficit when the well is stiff. With both potentials unchanged, going from 700 to 1000 K raises the linear deficit from 4.55 to 6.45 pm, and the bent one from 4.55 to 4.69 pm.

This contrast is sharpest when the barrier is well above k_BT, and it weakens gradually as the barrier falls. If B is far below k_BT, the Gaussian is much wider than u_e and becomes half a Gaussian starting at u = 0. Its mean is then proportional to its width, and so to √T. A linear molecule with a purely quartic bend, V ∝ u², has the same √T law. In that regime a growing deficit does not settle the equilibrium shape, and the word "bent" describes a small feature of the potential that thermal motion crosses freely.

**When a short distance is evidence**

The size of the deficit matters. A rigid molecule with an angle of 140° and bonds of 210 pm has

2r − R = 420 pm × (1 − cos 20°) = 25.3 pm.

A linear molecule with our masses and a harmonic bend would need a wavenumber as low as 40 cm⁻¹ to imitate this at 700 K. If independent evidence puts the bend near 100 cm⁻¹, harmonic shrinkage of a linear molecule cannot account for 25 pm, and a bent equilibrium becomes a reasonable conclusion. The inference then rests on the distance together with the bending potential.

That potential must come from somewhere other than the deficit it is meant to explain, for example from a vibrational spectrum or an electronic-structure calculation. The frequency must also be assigned consistently with the proposed shape. The bent twin above has an approximate harmonic bend of 292 cm⁻¹, estimated from the curvature at its minimum and the reduced mass of the linear molecule. Its well is only a few quanta deep, so the observed bending intervals would lie somewhat lower, but the first few remain far above the 100 cm⁻¹ of the linear molecule, so the spectrum can separate two structures that share a nonbonded distance.

**The model beside a real vapour**

The parameters are round values, roughly in the regime of zinc dichloride vapour; they are not a fit to it. Among the assumptions examined here, the harmonic bend matters most. Its effect can be estimated by multiplying the bending energy by 1 + εu/m, where m = 2k_BT/k_θ is the harmonic mean of u. The added energy divided by k_BT is εu²/m². To first order in ε this changes the mean by

−ε(⟨u³⟩ − ⟨u⟩⟨u²⟩)/m² = −ε(6 − 2)m = −4εm,

since ⟨uⁿ⟩ = n!mⁿ for an exponential. A quartic share of 5 % at the root-mean-square bend thus suggests a 20 % reduction; averaging over the angle without this expansion, with rigid bonds, gives 14 %. The 5 % is an illustrative size and not a property of zinc dichloride; a share of 1 % would reduce δ by about 4 %. An error in the frequency matters similarly, because δ varies as 1/ω² in the classical limit: a bending frequency 10 % lower raises δ by 23 %. By comparison, the quantum correction to the classical result is 0.35 %. Coupling between stretching and bending, dimers in the vapour, electron-scattering phase shifts and experimental noise are outside the model, and their effect is not estimated here.

An observed deficit of 4 or 5 pm in such a vapour is therefore compatible with a linear molecule that has a soft bend. At a given temperature, the changes estimated here that alter the predicted deficit most are those to the bending potential. The numerical output below lists the inputs and averages behind these comparisons.

Computed results

```
equilibrium bond length: 210.0 pm
bending wavenumber: 100.0 cm^-1
mass of M: 65.0 u
mass of X: 35.0 u
stretching force constant: 270.0 N/m
Morse parameter: 0.016 pm^-1
nozzle temperature: 700 K
second temperature: 1000 K
reduced mass of bend: 33.704 u
bending force constant: 2.189 1e-19 J/rad^2
thermal energy kT at nozzle: 486.5 cm^-1
coth factor at nozzle: 9.765 (none)
mean square displacement of M off axis: 976.8 pm^2
rms bend from formula: 17.05 deg
most probable bend: 11.96 deg
shrinkage, formula: 4.651 pm
shrinkage, formula at 0 K: 0.476 pm
false angle at 0 K: 174.54 deg
symmetric stretch from Hessian: 361.8 cm^-1
antisymmetric stretch from Hessian: 521.5 cm^-1
Cartesian modes: mean bond minus equilibrium: 2.309 pm
Cartesian modes: mean R minus 2 r_eq: 0.015 pm
Cartesian modes: shrinkage: 4.604 pm
full average: mean bond r_g: 211.245 pm
full average: mean nonbonded R_g: 417.914 pm
full average: shrinkage: 4.575 pm
full average: false angle: 163.12 deg
harmonic bonds: mean bond: 210.341 pm
harmonic bonds: shrinkage: 4.555 pm
r_a of bond: 211.064 pm
R_a of nonbonded pair: 417.685 pm
shrinkage in r_a distances: 4.444 pm
refined bond: 211.052 pm
refined nonbonded distance: 417.683 pm
refined false angle: 163.40 deg
misfit, free nonbonded distance: 0.525 %
misfit, R tied to 2r: 3.682 %
bent twin: barrier to linearity: 1000 cm^-1
bent twin: equilibrium angle: 163.30 deg
bent twin: approximate harmonic bend: 292 cm^-1
pattern difference, linear against twin: 0.941 %
rigid bonds, linear: shrinkage at nozzle: 4.551 pm
rigid bonds, linear: shrinkage at second T: 6.450 pm
rigid bonds, twin: shrinkage at nozzle: 4.551 pm
rigid bonds, twin: shrinkage at second T: 4.691 pm
rigid bonds, linear: spread of 2r-R: 4.534 pm
rigid bonds, twin: spread of 2r-R: 2.067 pm
strongly bent comparison angle: 140 deg
deficit of that rigid bent molecule: 25.33 pm
linear bend needed to imitate it: 40.4 cm^-1
neglect: quantum over classical: 0.35 %
neglect: full average over formula: -1.65 %
quartic share of bend energy at rms bend: 5 %
neglect: effect of that quartic term: -13.6 %
effect of a bend 10 % softer: 23.4 %
```
